# Lattice-constant derivative for a chain with one augmented projector per cell

**Question**

I am trying to compute the tension in a one-dimensional model of an ultrasoft or PAW calculation, and my derivative disagrees with my own energies.

The chain has lattice constant $L$ and one atom per cell. Each atom carries a local potential $v(x)$ and one projector $p(x)$, with a nonlocal strength $D$ and an augmentation charge $q$. I expand the smooth orbitals in plane waves and solve

$$Hc=\varepsilon Sc .$$

Two electrons per cell fill the lowest band, and they do not interact with each other. The total energy $E$ is therefore the sum of the occupied eigenvalues.

For the slope I used the Hellmann–Feynman theorem: I differentiated the Hamiltonian matrix and took its expectation value, $c^T(dH/dL)c$. At $L=4$ bohr this gives about $0.091$ hartree/bohr. Subtracting total energies at neighbouring lattice constants gives about $0.040$ hartree/bohr. A smaller step does not help, and neither do more plane waves.

I know that $S$ also depends on $L$, but I normalize my eigenvectors to $c^TSc=1$ at every lattice constant, so I thought that this was taken care of. What is the correct analytic derivative, and how do I evaluate each piece of it?

**Answer**

Normalizing at each $L$ is right, but it does not remove the derivative of $S$. Your expectation value holds the coefficients $c$ fixed while $L$ changes, and with fixed coefficients the norm $c^TSc$ drifts away from one. The energy has to be corrected for that drift. I use Hartree atomic units throughout.

**The matrices**

In this model $v$, $p$, $D$ and $q$ belong to the atom and do not change when the chain is stretched. This is a simplification. In a full ultrasoft or PAW calculation, $D$ also contains the potential acting on the augmentation charge, including that of the neighbouring atoms. It then depends on $L$, and $dH/dL$ gains a term with $dD/dL$. The role of $q$ is to restore the charge that the smooth orbital $\psi$ lacks near the atom. The norm per cell is the smooth norm plus $q|\langle p|\psi\rangle|^2$, which means

$$S=1+q\sum_n|p_n\rangle\langle p_n|,\qquad p_n(x)=p(x-nL).$$

The Hamiltonian has the kinetic energy, the local potentials of all atoms, and the same projector sum multiplied by $D$.

Write the Bloch wave number as $k=2\pi\kappa/L$. The basis functions, normalized in one cell, are

$$\chi_m(x)=\frac{e^{ig_mx}}{\sqrt L},\qquad g_m=\frac{2\pi(m+\kappa)}{L},$$

with integer $m$. I keep $\kappa$ and the set of integers fixed when $L$ changes. Fixed $\kappa$ is the natural choice: on a ring of $N$ cells the allowed values are $\kappa=j/N$ with integer $j$, whatever the length of a cell.

Define the Fourier transforms $\tilde p(g)=\int p(x)e^{-igx}dx$ and $\tilde v(G)=\int v(x)e^{-iGx}dx$ over the whole line. Both $p$ and $v$ are real and even, so the transforms are too. The overlap of the projector at the origin with a plane wave is

$$\langle p_0|\chi_m\rangle=b_m,\qquad b_m=\frac{\tilde p(g_m)}{\sqrt L}.$$

For atom $n$, the shift by $nL$ multiplies this by $e^{ig_mnL}=e^{2\pi i\kappa n}$, because $mn$ is an integer. The matrix element of the projector sum in one cell is then

$$\sum_n\left[\int_0^L\chi_m^*(x)\,p(x-nL)\,dx\right]e^{2\pi i\kappa n}\,b_{m'} .$$

Substitute $y=x-nL$. The factor $\chi_m^*(y+nL)$ equals $e^{-2\pi i\kappa n}\chi_m^*(y)$, so the phases cancel. The intervals $[-nL,L-nL]$ together cover the whole line once, and the remaining integral is $b_m$. The result is a single product,

$$B_{mm'}=b_mb_{m'} .$$

The same unfolding for the local potential, with $G=g_m-g_{m'}$ and $e^{-iGnL}=1$, gives $V_{mm'}=\tilde v(G)/L$. The full matrices are

$$H=T+V+DB,\qquad S=1+qB,\qquad T_{mm'}=\tfrac12g_m^2\,\delta_{mm'} .$$

They are real and symmetric, so $c$ can be chosen real.

**Where the overlap term comes from**

Consider the energy quotient for any coefficients, normalized or not:

$$R(c,L)=\frac{c^THc}{c^TSc}.$$

Its derivative with respect to one coefficient is

$$\frac{\partial R}{\partial c_m}=\frac{2(Hc)_m}{c^TSc}-\frac{c^THc}{(c^TSc)^2}\,2(Sc)_m=\frac{2\left[(Hc)_m-R(Sc)_m\right]}{c^TSc}.$$

This vanishes at an eigenvector, where $R=\varepsilon$. Now follow the lowest eigenvector $c(L)$ as the chain is stretched. It changes smoothly as long as its eigenvalue does not meet another one at the same $\kappa$. By the chain rule,

$$\frac{d\varepsilon}{dL}=\sum_m\frac{\partial R}{\partial c_m}\frac{dc_m}{dL}+\left.\frac{\partial R}{\partial L}\right|_c=\left.\frac{\partial R}{\partial L}\right|_c .$$

So you may indeed freeze the coefficients, but you must differentiate the whole quotient. With a prime for $d/dL$,

$$\left.\frac{\partial R}{\partial L}\right|_c=\frac{c^TH'c}{c^TSc}-\frac{c^THc}{(c^TSc)^2}\,c^TS'c .$$

Only after differentiating do we insert $c^TSc=1$ and $c^THc=\varepsilon$. This gives

$$\frac{d\varepsilon}{dL}=c^T(H'-\varepsilon S')c .$$

With two electrons per cell and an average $\langle\cdots\rangle$ over the $k$ points of the filled band,

$$\boxed{\frac{dE}{dL}=2\left\langle c^T(H'-\varepsilon S')c\right\rangle}$$

Your formula is the first part. It would suffice for an ordinary plane-wave calculation, where $S=1$ and $S'=0$.

There is a quick way to see that the first part cannot stand alone. Add a constant $U$ to the potential felt by every electron. In the augmented description this adds $U$ times the full norm, so $H\to H+US$ and $\varepsilon\to\varepsilon+U$. Since $US=U+qUB$, this means adding $U$ to the local potential and also changing $D$ to $D+qU$. Shifting the local potential alone, with $D$ fixed, is not a pure shift of the zero of energy. The complete expression is unchanged:

$$H'+US'-(\varepsilon+U)S'=H'-\varepsilon S' .$$

The first part alone would change by $2U\langle c^TS'c\rangle$. A tension that depends on the zero of energy has no physical meaning.

**The derivatives of the matrices**

Every wave number scales as $1/L$ at fixed $m$ and $\kappa$:

$$\frac{dg}{dL}=-\frac gL,\qquad \frac{dG}{dL}=-\frac GL .$$

The kinetic part is therefore

$$T'_{mm}=g_m\frac{dg_m}{dL}=-\frac{g_m^2}{L}.$$

The local part depends on $L$ through the prefactor and through $G$:

$$V'_{mm'}=-\frac{\tilde v(G)}{L^2}+\frac1L\frac{d\tilde v}{dG}\left(-\frac GL\right)=-\frac1{L^2}\left[\tilde v(G)+G\frac{d\tilde v}{dG}\right].$$

The projector amplitude has a prefactor $L^{-1/2}$, so

$$b'_m=-\frac{b_m}{2L}-\frac{g_m}{L^{3/2}}\left.\frac{d\tilde p}{dg}\right|_{g_m},\qquad B'_{mm'}=b'_mb_{m'}+b_mb'_{m'} .$$

Since $H$ contains $DB$ and $S$ contains $qB$, the two projector contributions share one number:

$$c^T(DB'-\varepsilon qB')c=(D-\varepsilon q)\,c^TB'c,\qquad c^TB'c=2\Big(\sum_mb_mc_m\Big)\Big(\sum_mb'_mc_m\Big).$$

Once you have the nonlocal term, the overlap term costs almost nothing extra.

For a concrete case take Gaussians,

$$v(x)=-V_0e^{-x^2/2a^2},\qquad p(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2},$$

where the prefactor of $p$ makes $\int p^2dx=1$. A Gaussian $e^{-x^2/2w^2}$ has the transform $w\sqrt{2\pi}\,e^{-w^2g^2/2}$. Hence

$$\tilde v(G)=-V_0a\sqrt{2\pi}\,e^{-a^2G^2/2},\qquad \tilde p(g)=(4\pi s^2)^{1/4}e^{-s^2g^2/2},$$

where $(\pi s^2)^{-1/4}s\sqrt{2\pi}=(4\pi s^2)^{1/4}$ was used. Their derivatives are $d\tilde v/dG=-a^2G\tilde v$ and $d\tilde p/dg=-s^2g\tilde p$. Inserting them above gives

$$V'_{mm'}=-\frac{1-a^2G^2}{L}V_{mm'},\qquad b'_m=-\frac{\tfrac12-s^2g_m^2}{L}\,b_m .$$

**Numbers for one chain**

I took round model parameters: $L=4$ bohr, $V_0=1$ hartree, $a=1$ bohr, $s=0.5$ bohr, $D=-0.4$ hartree and $q=0.4$. There are eight $k$ points, with $\kappa=(j+\tfrac12)/8-\tfrac12$ for $j=0,\dots,7$, and 25 plane waves at each. The augmentation supplies about 22% of the norm, so $S$ is far from the unit matrix. The gap above the filled band is $0.485$ hartree, so there is no doubt about which states are occupied.

The contributions to $dE/dL$, including the factor 2 for the electrons, are:

- kinetic: $-0.1360$ hartree/bohr
- local: $+0.1533$ hartree/bohr
- nonlocal, from $DB'$: $+0.0735$ hartree/bohr
- overlap, from $-\varepsilon qB'$: $-0.0511$ hartree/bohr

The first three add up to your value,

$$-0.1360+0.1533+0.0735=0.0908\ \text{hartree/bohr},$$

and the overlap term brings it down to

$$0.0908-0.0511=0.0397\ \text{hartree/bohr},$$

or $3.27$ nN. The positive sign means that the energy rises on stretching, so the chain pulls inward. The model has no repulsion between the atoms. A pair repulsion would add its own derivative to this slope.

The sign of the overlap term can be traced. The nonlocal contribution is $2D\langle c^TB'c\rangle$, so

$$\langle c^TB'c\rangle=\frac{0.0735}{2(-0.40)}=-0.092\ \text{bohr}^{-1},$$

$$\langle c^TS'c\rangle=0.40\times(-0.092)=-0.037\ \text{bohr}^{-1}.$$

With frozen coefficients, the norm falls by about $0.037$ per bohr of stretching. The frozen state then holds slightly less than one electron. Because $\varepsilon$ is negative, restoring the missing charge lowers the energy. Using the mean band energy of $-0.694$ hartree for every state gives

$$-2\varepsilon\langle c^TS'c\rangle\approx-2(-0.694)(-0.037)=-0.051\ \text{hartree/bohr},$$

in agreement with the listed overlap term. The full calculation weights each $k$ point with its own $\varepsilon$.

**Check against total energies**

To make the comparison independent, I computed the neighbouring energies on a real-space grid. The potentials and projectors of the atoms are summed explicitly there, and the kinetic energy comes from finite differences. No Fourier transform of $v$ or $p$ enters, and no derivative with respect to $L$. The total energies per cell are:

- $E(3.96)=-1.390489630$ hartree
- $E(3.98)=-1.389651672$ hartree
- $E(4.02)=-1.388065279$ hartree
- $E(4.04)=-1.387315036$ hartree

With $h=0.02$ bohr, the inner pair gives

$$\frac{E(L+h)-E(L-h)}{2h}=\frac{0.001586393}{0.04}=0.039660\ \text{hartree/bohr}.$$

The leading error of this estimate can be removed with the outer pair. Let $\Delta(h)=E(L+h)-E(L-h)$. The even terms of the Taylor series cancel, leaving

$$\Delta(h)=2hE'+\tfrac13h^3E'''+\cdots,\qquad \Delta(2h)=4hE'+\tfrac83h^3E'''+\cdots .$$

In $8\Delta(h)-\Delta(2h)$ the cubic terms cancel and $12hE'$ remains. Therefore

$$E'\approx\frac{8(0.001586393)-0.003174594}{12\times0.02}=0.039652\ \text{hartree/bohr}.$$

The analytic value is also $0.039652$ hartree/bohr. The numerical check asserts agreement to within $10^{-6}$ hartree/bohr, and it checks the derivative of each matrix separately. Doubling the number of $k$ points changes the slope by about $3\times10^{-6}$ hartree/bohr.

**Pull the atoms far apart**

This limit makes a good test of your own code, because you know the answer: atoms that no longer touch exert no tension.

At $L=12$ bohr the complete formula gives a slope of about $10^{-10}$ hartree/bohr. Without the overlap term it gives $0.0168$ hartree/bohr, and at $L=16$ bohr still $0.0126$ hartree/bohr. Multiplied by $L$, both false slopes give the same $0.2017$ hartree, so the false tension falls off as $1/L$.

The reason is that fixed coefficients stretch the orbital along with the cell. If the cell length goes from $L$ to $\lambda L$, each plane wave becomes $\lambda^{-1/2}\chi_m(x/\lambda)$, and so

$$\psi(x)\to\lambda^{-1/2}\psi(x/\lambda).$$

The projector does not stretch. Its overlap with the orbital becomes

$$\beta(\lambda)=\lambda^{-1/2}\int p(x)\,\psi(x/\lambda)\,dx .$$

Since $d/dL=(1/L)\,d/d\lambda$ at $\lambda=1$, the change of the norm is

$$c^TS'c=\frac qL\left.\frac{d|\beta|^2}{d\lambda}\right|_{\lambda=1}.$$

For distant atoms, the orbital near each atom is that of an isolated atom. Neither $d|\beta|^2/d\lambda$ nor $\varepsilon$ then depends on $L$. The complete slope is zero, so the slope without the overlap term must equal $2\varepsilon\,c^TS'c$, which is a constant divided by $L$. It measures the artificial stretching of a single atom's orbital and has nothing to do with bonding.

**Limits of the formula**

*The basis.* The formula gives the slope of the energy at a fixed set of integers $m$, even when that set is too small. With three plane waves per $k$ point, the analytic slope and the differences taken in the same basis both give $0.0485$ hartree/bohr. They agree with each other, yet they lie 22% above the converged slope. Let $\delta(L)$ be the energy error of the small basis. The excess slope is $d\delta/dL$. Here $S$ is positive definite because $q>0$, so the variational principle applies and $\delta\ge0$. Stretching at fixed $m$ lowers the largest wave number in the basis, and the positive excess shows that $\delta$ grows with $L$ here. Agreement with energy differences therefore tests your derivative, while convergence of the basis has to be tested separately.

*Interacting electrons.* If the energy depends on the electron density, it is no longer a plain sum of eigenvalues, but the overlap term survives. Let state $i$ have fixed occupation $f_i$ per cell, and let the total energy $E[\{c_i\},L]$ be stationary under the constraints $c_i^\dagger Sc_i=1$. Form

$$\Lambda=E[\{c_i\},L]-\sum_if_i\varepsilon_i\left(c_i^\dagger Sc_i-1\right),$$

where the multipliers $\varepsilon_i$ are the eigenvalues of the self-consistent problem. Along the solutions the brackets vanish, so $\Lambda=E$ at every $L$. Changes of $c_i$ do not contribute because $\Lambda$ is stationary, and changes of $\varepsilon_i$ do not contribute because they multiply zero. What remains is

$$\frac{dE}{dL}=\left.\frac{\partial E}{\partial L}\right|_c-\sum_if_i\varepsilon_i\,c_i^\dagger S'c_i .$$

The partial derivative must now include the response of the density at frozen coefficients, augmentation charge included. For independent electrons it reduces to $2\langle c^TH'c\rangle$, and the boxed formula returns.

In your code, the repair is to replace $D$ by $D-\varepsilon q$ in front of $c^TB'c$, using the eigenvalue $\varepsilon$ of each $k$ point.

## Numbers as computed

```
lattice constant L = 4.00 bohr
potential depth V0 = 1.00 hartree, width a = 1.00 bohr
projector width s = 0.50 bohr
nonlocal strength D = -0.40 hartree
augmentation charge q = 0.40 (dimensionless)
k points = 8, plane waves per k point = 25
total energy per cell, plane waves = -1.38884386 hartree
total energy per cell, real space  = -1.38884386 hartree
mean band energy = -0.694422 hartree
lowest band: bottom -0.74466, top -0.63423 hartree
gap to next band = 0.48466 hartree
augmentation share of the norm = 0.22411 (dimensionless)
contributions to dE/dL at L = 4 bohr:
  kinetic  = -0.1360333 hartree/bohr
  local    = 0.1532930 hartree/bohr
  nonlocal = 0.0735170 hartree/bohr
  overlap  = -0.0511244 hartree/bohr
analytic dE/dL = 0.0396523 hartree/bohr
analytic dE/dL = 3.2668 nN
slope without overlap term = 0.0907766 hartree/bohr
real-space total energies at neighbouring lattice constants:
  E(3.96 bohr) = -1.390489630 hartree
  E(3.98 bohr) = -1.389651672 hartree
  E(4.02 bohr) = -1.388065279 hartree
  E(4.04 bohr) = -1.387315036 hartree
two-point difference slope  = 0.0396598 hartree/bohr
four-point difference slope = 0.0396523 hartree/bohr
analytic minus four-point = -2.8e-10 hartree/bohr
analytic dE/dL with 16 k points = 0.0396491 hartree/bohr
distant atoms, L = 12 bohr:
  full slope = 1.2e-10 hartree/bohr
  without overlap term = 0.0168123 hartree/bohr
  L times that false slope = 0.201748 hartree
distant atoms, L = 16 bohr:
  full slope = -5.5e-15 hartree/bohr
  without overlap term = 0.0126093 hartree/bohr
  L times that false slope = 0.201748 hartree
poor basis, 3 plane waves per k point, L = 4 bohr:
  analytic slope = 0.0485334 hartree/bohr
  difference slope, same 3 waves = 0.0485334 hartree/bohr
```
